# Viscous exchange-correlation correction to the Kohn-Sham Landauer conductance

## What the answer must look like

A steady current \(I\) flows through a narrow constriction in an electron liquid of density \(n\). Suppose internal friction adds a resistance \(R_{xc}\). A uniformly translating liquid has no internal friction, so the dissipated power \(P\) can depend on the velocity \(\mathbf u\) only through its gradients. To lowest order it is quadratic in them and proportional to a viscosity \(\eta\). Viscosity has the dimension of \(\hbar n\), so write \(\eta=\beta\hbar n\) with \(\beta\) a pure number.

For a neck of a single size \(\ell_0\), \(u\sim I/(en\ell_0^2)\), the gradient is \(u/\ell_0\) and the volume is \(\ell_0^3\). Hence

\[
R_{xc}=\frac{P}{I^2}\sim\frac{\beta\hbar n}{I^2}\left(\frac{I}{en\ell_0^3}\right)^2\ell_0^3=\frac{\hbar}{e^2}\,\frac{\beta}{n\ell_0^3}.
\]

The scale is \(\hbar/e^2=4108\ \Omega\), multiplied by \(\beta\) and divided by the number of electrons in the neck. It remains to show that such a term belongs in the conductance, and to find its numerical factor.

## Stage 1: one path for the current

Time-dependent current-density functional theory replaces the interacting electrons by non-interacting Kohn-Sham (KS) electrons with the same density and current. These respond to \(\mathbf E+\mathbf E_{xc}\), where \(\mathbf E\) is the electric field including the Hartree part and \(\mathbf E_{xc}\) is the exchange-correlation (xc) field.

The leads are identical and neutral, the bias \(V\) is small, and time-reversal symmetry holds. The adiabatic local part of \(\mathbf E_{xc}\) is the gradient of a function of the density. Its drop between leads of equal density is zero, so it affects the KS transmission but adds no voltage. From here on \(\mathbf E_{xc}\) means the remaining, dynamical part.

In one dimension a steady KS current depends on the total drop alone: moving the drop from one place to another adds a static, localized potential, which drives no steady current. With \(V_{xc}\) the xc drop along the current, the Landauer formula for KS electrons therefore reads

\[
I=G_s(V+V_{xc}).
\]

If the xc field opposes the current, \(V_{xc}=-R_{xc}I\), then \(I(1+G_sR_{xc})=G_sV\), or

\[
\frac1G=\frac VI=\frac1{G_s}+R_{xc}.
\]

**Limit and test.** For \(R_{xc}=0\) the Landauer result must return. Take a spinless chain with unit hopping and one site raised by \(U=1\). With \(\psi=e^{ikx}+re^{-ikx}\) on the left and \(te^{ikx}\) on the right, continuity gives \(1+r=t\), and the equation at the raised site gives \(t(2i\sin k-U)=2i\sin k\). At the band centre \(|t|^2=4/(4+1)=0.8\), so the resistance should be \(2\pi/0.8=7.854\) in units of \(\hbar/e^2\). Propagating the chain in time gave 7.859. With an added field opposing the instantaneous current, of strength 4.000, it gave 11.822. The increase of 3.963 is 0.9% below the resistance put in.

## Stage 2: a viscous field at constant cross-section

The Vignale-Kohn functional gives the dynamical force on an electron of charge \(-e\) as the divergence of a stress:

\[
-eE_{xc,j}=\frac1n\partial_i\sigma_{ij},\qquad
\sigma_{ij}=\eta\left(\partial_iu_j+\partial_ju_i-\tfrac23\delta_{ij}\nabla\!\cdot\!\mathbf u\right),
\]

with repeated indices summed and bulk viscosity set to zero.

This form hides an assumption. For time dependence \(e^{-i\omega t}\) the functional contains \(\eta-\mu/(i\omega)\), where \(\mu\) is an elastic modulus. Since \(\mathbf u=-i\omega\boldsymbol\xi\) for a displacement \(\boldsymbol\xi\), the second term is an elastic stress \(\propto\mu\boldsymbol\xi\). In a steady flow \(\boldsymbol\xi\) grows without limit, so this term would act as a series capacitor and block the current. I assume that the elastic stress has relaxed. The functional does not supply this relaxation. It is also derived for slow spatial variation at finite frequency, so using it for a steady current is an extrapolation.

Let the electrons move along \(+z\) through constant area \(A\), with \(I=enuA\). Then \(\sigma_{zz}=\eta(2-\tfrac23)u'=\tfrac43\eta u'\). The conventional current runs along \(-z\), so the xc drop along it is

\[
V_{xc}=\int(-E_{xc,z})\,dz=\int\frac{\sigma_{zz}'}{en}\,dz=\frac AI\int u\,\sigma_{zz}'\,dz=-\frac{4A}{3I}\int\eta u'^2dz .
\]

The third form uses \(1/(en)=uA/I\). The last is an integration by parts, with no stress in the uniform leads. Inserting \(u'=-In'/(eAn^2)\) into \(R_{xc}=-V_{xc}/I\),

\[
R_{xc}=\frac{4}{3e^2A}\int\eta\,\frac{n'^2}{n^4}\,dz .
\]

**Limit.** Let \(n=n_0[1-d/(1+z^2/L^2)]\) with a small dip \(d\), and let \(x=z/L\). To lowest order \(n'^2/n^3=4d^2x^2/[n_0L^2(1+x^2)^4]\). Since \(\int x^2(1+x^2)^{-4}dx=\pi/16\) over the whole line,

\[
R_{xc}\simeq\frac{\pi\beta\hbar d^2}{3e^2n_0AL}.
\]

It vanishes for a uniform liquid, as the opening argument requires, and is quadratic in the dip.

## Stage 3: fields with curl

In three dimensions \((1/n)\nabla\cdot\sigma\) is in general not a gradient, and "the drop" loses its meaning. The total current through a section \(S\) is

\[
I=\int g_j(\mathbf r')\,[E_j+E_{xc,j}](\mathbf r')\,d^3r',\qquad g_j(\mathbf r')=\int_S dS_i\,\sigma^s_{ij}(\mathbf r,\mathbf r'),
\]

where \(\sigma^s\) is the nonlocal KS conductivity. Time-reversal symmetry gives \(\sigma^s_{ij}(\mathbf r,\mathbf r')=\sigma^s_{ji}(\mathbf r',\mathbf r)\). So \(\mathbf g(\mathbf r')\) is also the current density at \(\mathbf r'\) caused by a sheet of field on \(S\) with unit drop. That is the response to unit bias, hence \(\mathbf g=G_s\hat{\mathbf j}_s\), where \(\hat{\mathbf j}_s\) is the KS flow pattern carrying unit total current.

A steady field with curl also implies a growing magnetic field, and with it growing orbital currents. These carry no net current through an open wire: the net equilibrium current is the derivative of the free energy with respect to a phase twist across \(S\), and in an open wire a change of phase of the orbitals beyond \(S\) removes the twist.

For \(\mathbf E=-\nabla\varphi\), the divergence theorem with \(\nabla\cdot\hat{\mathbf j}_s=0\) gives \(\int\hat{\mathbf j}_s\cdot\mathbf E\,d^3r=V\). Therefore

\[
I=G_s\Big[V+\int\hat{\mathbf j}_s\!\cdot\!\mathbf E_{xc}\,d^3r\Big]
\;\Rightarrow\;
\frac1G=\frac1{G_s}+R_{xc},\qquad R_{xc}=-\frac1I\int\hat{\mathbf j}_s\!\cdot\!\mathbf E_{xc}\,d^3r .
\]

**Test and limit.** On a three-row lattice strip with defects, a field was switched on at one bond and the steady total current recorded far away. The same bond's current under a plain bias was found separately from Green functions. In units of \(1/2\pi\), field response and bias flow were 0.2529 and 0.2529, 0.6492 and 0.6493, 0.5212 and 0.5212 for the three lengthwise bonds of one section. For a crosswise bond, where no potential drop along the strip is involved, both were −0.0881. Driving all three lengthwise bonds together is the gradient-field limit, and the bias flows sum to the strip's transmission, 1.4234.

## Stage 4: dissipation in a widening neck

The field \(\mathbf E_{xc}\) is already of first order in \(\eta\). Replacing \(\hat{\mathbf j}_s\) by the true \(\mathbf j/I\) therefore costs second order, provided the orbital currents driven by the curl of \(\mathbf E_{xc}\) have not yet grown large. The steady flow is meant in this sense. With \(\mathbf j=-en\mathbf u\),

\[
I^2R_{xc}=-\int\mathbf j\cdot\mathbf E_{xc}\,d^3r=-\int u_j\partial_i\sigma_{ij}\,d^3r=\int\sigma_{ij}\partial_iu_j\,d^3r .
\]

The surface term vanishes because \(\eta\propto n\) goes to zero at the sides and the gradients die out in the leads. Write \(\sigma_{ij}=\eta s_{ij}\). Since \(s_{ij}\) is symmetric and traceless, the integrand equals \(\tfrac12\eta s_{ij}s_{ij}\ge0\), so this xc field raises the resistance.

Now choose a model flow. It is picked for simplicity and is not the KS pattern \(\hat{\mathbf j}_s\); in particular it has \(u_z\) uniform over each section, with no radial shear \(\partial_ru_z\). Let the density be \(n(z)\,g(r/a)\) with neck radius \(a(z)\), and define \(m_0\) and \(\kappa\) by

\[
\int g\,dA=\pi a^2m_0,\qquad \int g\,r^2dA=\kappa\pi a^4m_0 .
\]

A uniform disc has \(m_0=1,\ \kappa=\tfrac12\); a Gaussian \(e^{-r^2/a^2}\) has \(m_0=\kappa=1\). Take

\[
u_z=\frac{I}{e\,n\,\pi a^2m_0},\qquad u_r=rw,\qquad w=\frac{a'}a\,u_z .
\]

The ratio \(r/a\) is constant along this flow, so \(g\) is simply carried along, and what remains of the continuity equation is \((n u_za^2)'=0\), which holds.

The strain rates are \(u_z'\) along \(z\), \(w\) in both transverse directions, and \(\nabla\cdot\mathbf u=u_z'+2w\). Therefore

\[
s_{zz}=\tfrac43(u_z'-w),\qquad s_{rr}=s_{\theta\theta}=-\tfrac23(u_z'-w),\qquad s_{rz}=rw' .
\]

Half the sum of squares is \(\tfrac12(\tfrac{16}9+\tfrac89)(u_z'-w)^2+r^2w'^2\), the \(rz\) element counting twice. Integrating over the section,

\[
R_{xc}=\frac{\pi m_0}{I^2}\int\beta\hbar n\,a^2\left[\tfrac43(u_z'-w)^2+\kappa a^2w'^2\right]dz .
\]

**Limit.** For \(a'=0\), \(w=0\) and the constant-area result returns with \(A=\pi a^2m_0\).

## Stage 5: a closed result

Let \(n\) be constant and \(a^2=a_0^2(1+x^2)\), \(x=z/L\). Constant \(n\) gives \(u_z'=-2w\), so the first term becomes \(12w^2\). From \(aa'=a_0^2x/L\),

\[
w=\frac{I}{en\pi m_0}\frac{a'}{a^3},\qquad \frac{a'}{a^3}=\frac{x}{La_0^2(1+x^2)^2},\qquad
\left(\frac{a'}{a^3}\right)'=\frac{1-3x^2}{L^2a_0^2(1+x^2)^3}.
\]

Hence

\[
R_{xc}=\frac{\beta\hbar}{\pi e^2nm_0}\left[\frac{12}{La_0^2}\int\!\frac{x^2dx}{(1+x^2)^3}+\frac{\kappa}{L^3}\int\!\frac{(1-3x^2)^2dx}{(1+x^2)^4}\right].
\]

With \(x=\tan\theta\) the first integral is \(\int\sin^2\theta\cos^2\theta\,d\theta=\pi/8\). The second is \(\int(\cos^6\theta-6\sin^2\theta\cos^4\theta+9\sin^4\theta\cos^2\theta)\,d\theta=(5-6+9)\pi/16=\pi/2\). So

\[
R_{xc}=\frac{\beta\hbar}{e^2nm_0}\left[\frac{3}{2La_0^2}+\frac{\kappa}{2L^3}\right]
\;\xrightarrow{\text{disc}}\;
\frac{\beta\hbar}{e^2n}\left[\frac{3}{2La_0^2}+\frac1{4L^3}\right].
\]

The first term comes from stretching, the second from shear. For the disc their ratio, shear to stretching, is \(a_0^2/(6L^2)\). For this flow a long smooth neck has \(R_{xc}\propto1/L\), tending to zero. That limit belongs to the assumed flow only: if \(u_z\) varies across the section, the term \(\eta(\partial_ru_z)^2\) carries no \(z\)-derivative, and its integral along the neck grows in proportion to \(L\). For \(L\ll a_0\) the formula grows as \(1/L^3\), but there the assumed flow, with \(u_z\) uniform over each section, is no longer credible.

**Test.** The work of the force \((1/n)\nabla\cdot\sigma\) was integrated over the volume for \(a_0=0.7\), \(L=1.1\). The radial profiles were \(e^{-(r/a)^2}\) and \(e^{-(r/a)^8}\) in the widening neck, each with axial dips 0 and ½, plus a constant-radius Gaussian neck with dip ½. The largest relative difference from the formulas above was \(1.7\times10^{-14}\).

## Numbers for an atomic-size neck

Take \(n=60\ \mathrm{nm^{-3}}\), \(a_0=0.25\) nm, \(L=0.50\) nm, a bias of 0.10 V and 300 K. The input \(\beta=0.02\) is a rough size for electron-gas estimates at metallic density, and \(R_{xc}\) is proportional to it.

For \(G_s\), treat the neck as a hard-wall tube whose transverse modes follow the radius adiabatically. Each mode then meets a one-dimensional barrier \(\hbar^2j^2/(2ma^2)\), with \(j\) a Bessel zero. The Fermi energy is 5.59 eV. The lowest barrier top is 3.53 eV, with transmission 0.9996. The next, a degenerate pair, is at 8.95 eV with transmission \(2.4\times10^{-5}\) each. In units of \(G_0=2e^2/h\), \(G_s=0.9996\,G_0\), or \(1/G_s\approx12.9\ \mathrm{k}\Omega\). These are adiabatic values; separating the hard-wall hyperboloid exactly in oblate spheroidal coordinates gives transmissions 0.9997 and \(1.5\times10^{-5}\), and \(G_s=0.9997\,G_0\).

The viscous terms are

\[
\frac{0.02\times4108\ \Omega\times1.5}{60\times0.50\times0.25^2}=65.7\ \Omega,\qquad
\frac{0.02\times4108\ \Omega}{60\times4\times0.50^3}=2.7\ \Omega .
\]

Their sum is \(R_{xc}\approx68\ \Omega\), 0.53% of \(1/G_s\). The conductance falls to \(0.994\,G_0\). The current is 7.70 µA, the xc voltage 0.53 mV of the 100 mV applied, and the viscous power 4.1 nW. A Gaussian profile with the same \(a_0\) doubles the shear term and gives about 71 Ω.

These values hold for the model flow, not for the KS flow of the hard-wall tube. There the current is carried by the lowest mode alone, while the density collects every mode open at a given \(z\), so \(u_z=j/n\) varies with \(r\) once a second mode has opened. With adiabatic modes the term \(\eta(\partial_ru_z)^2\) alone gives about 230 Ω at \(L=0.50\) nm, 1.8% of \(1/G_s\), and it grows in proportion to \(L\).

The uniform density is a weak assumption. It puts 11.8 electrons per nm at the neck centre, while one open channel with both spins holds \(2k/\pi=4.7\) per nm, where \(k\) is its wavevector there. Using this depletion, \(d=0.60\), with the axial shape of Stage 2 in the Stage 4 integral raises \(R_{xc}\) to about 200 Ω, with \(\beta\) and the radius held fixed; a dip falling off as \(a_0/a(z)\), closer to the hard-wall mode count, gives 195 Ω.

The sizes of some other omissions can be estimated too. The Fermi level lies 2.06 eV above the open barrier; \(k_BT\) is 1.3% and \(eV\) 4.8% of that margin. The estimated first-order admixture of the next mode of the same symmetry at \(z=L\) has amplitude 0.11, about 1% in probability; that mode is still closed there and opens only at \(z\approx1.5L\). The estimate grows farther out, where the tube keeps widening, so the modes do not stay separate there; but mixing among open modes that all move forward leaves the total transmission unchanged. The gradient parameters \(1/(k_Fa_0)=0.33\) and \(1/(k_FL)=0.17\), with \(k_F\) the Fermi wavevector, are not very small, so a local functional is being stretched.

## What the viscosity stands for

In a degenerate gas with collision time \(\tau\), the kinetic viscosity is \(\tau\) times the Fermi-surface average of \((p_xv_y)^2\) times the density of states:

\[
\eta=\tau\,\frac{3n}{mv_F^2}\,\frac{m^2v_F^4}{15}=\frac{nmv_F\ell}{5},\qquad \ell=v_F\tau .
\]

Momentum integration at \(k_BT\) equal to 1% of the Fermi energy gave a factor of 0.2001. Since \(mv_F=\hbar k_F\), this means \(\beta=k_F\ell/5\). Read that way, \(\beta=0.02\) would imply \(\ell=0.008\) nm, a tenth of \(1/k_F\), which cannot be a collision path. The chosen \(\beta\) describes an xc correction, not the full kinetic viscosity.

If the elastic stress relaxes in a time \(\tau_r\), a steady flow keeps a stress \(\mu\tau_r\) times the strain rate, which adds \(\mu\tau_r\) to the viscosity. Slow relaxation can therefore make the steady viscosity much larger. A local viscosity loses meaning once \(\ell\) reaches \(L\). At \(\ell=L\), \(\beta=1.2\) and the formula gives about 4100 Ω, a third of \(1/G_s\). This is a scale, not a bound or a prediction: first order in \(\eta\) is then poor, and free-streaming momentum transport is already part of the KS transmission.

## Beside a real contact

The parameters lie in the rough regime of a single-atom contact in a simple-metal break junction, where densities run from about 10 electrons per nm³ in caesium to about 180 in aluminium and one well-transmitting channel gives a conductance near \(G_0\). Real contacts have atomic structure instead of a smooth hard wall, and their density is not uniform; the depletion estimate suggests that this alone can move \(R_{xc}\) by a factor of three. The flow pattern matters as much. Wherever remade contacts differ in conductance by more than the correction (0.5% for the model flow, two to three per cent with the depletion and radial-shear estimates), it cannot be isolated from one measured value. The uncertainty in the steady viscosity is larger still. The numerical output lists the remaining values.

## Computed values

```
LATTICE TESTS (hbar = e = hopping = 1)
bond row 1: bias flow 0.2529, field response 0.2529 (1/2pi)
bond row 2: bias flow 0.6493, field response 0.6492 (1/2pi)
bond row 3: bias flow 0.5212, field response 0.5212 (1/2pi)
bond crosswise: bias flow -0.0881, field response -0.0881 (1/2pi)
strip transmission, sum of rows: 1.4234
chain resistance without opposing field: 7.859
chain resistance with opposing field: 11.822
opposing resistance put in: 4.000
largest relative error, force work: 1.7e-14
kinetic viscosity/(n m v_F path): 0.2001
EXAMPLE INPUTS
density: 60 nm^-3
neck radius a0: 0.25 nm; length scale L: 0.50 nm
beta = viscosity/(hbar n): 0.020
bias: 0.10 V; temperature: 300 K
KOHN-SHAM CONDUCTANCE
Fermi wavevector: 12.11 nm^-1; Fermi energy: 5.59 eV
channel m=0: barrier top 3.53 eV, transmission 9.996e-01
channel m=1: barrier top 8.95 eV, transmission 2.443e-05
channel m=2: barrier top 16.08 eV, transmission 6.259e-14
G_s: 0.99960 G0 = 77.450 uS
1/G_s: 12911.5 ohm
VISCOUS RESISTANCE
hbar/e^2: 4108.2 ohm
stretching part: 65.73 ohm
shear part: 2.74 ohm
R_xc: 68.47 ohm
R_xc * G_s: 0.530 percent
corrected G: 0.99433 G0
current: 7.704 uA
xc voltage I*R_xc: 0.528 mV
viscous power: 4.064 nW
SIZES OF NEGLECTED EFFECTS
electrons per length, uniform neck: 11.78 nm^-1
electrons per length, open channel: 4.68 nm^-1
depletion at neck centre: 0.602
R_xc with depleted neck: 202.4 ohm
Fermi level above open-channel barrier: 2.06 eV
kT/margin: 0.0125
e*bias/margin: 0.0485
mode-mixing amplitude at z = L: 0.109
1/(k_F a0): 0.330; 1/(k_F L): 0.165
drift speed/Fermi speed at neck: 0.00291
path if beta were kinetic: 0.0083 nm
beta for collision path = L: 1.211
R_xc at that beta: 4146 ohm
```
